# Why a point scalar has no Darwin shift in a Coulomb field

**The argument under review**

The manuscript considers a charged particle of mass $m$ bound by a fixed Coulomb centre and reasons as follows. A relativistic particle cannot be localized more sharply than about its Compton length. It therefore feels the potential averaged over a region of that size. The average raises the energy of $s$ states, and this is the Darwin shift. Since the argument mentions mass but not spin, the shift must be the same for a spin-0 particle. The manuscript accordingly takes the scalar fine structure to be the $p^4$ correction plus the Darwin energy.

The last inference can be tested, because the scalar Coulomb problem is solvable. I use $\hbar=c=1$, $V=-g/r$ and $g=Z\alpha$. The particle is a point charge with minimal coupling; recoil, loops and internal structure are left out.

**1. What smearing gives**

Let the position be displaced by an isotropic random $\delta\mathbf r$ of zero mean. Expanding $V(\mathbf r+\delta\mathbf r)$ to second order and using $\langle\delta r_i\delta r_j\rangle=\delta_{ij}\langle\delta r^2\rangle/3$,
$$\delta V=\tfrac12\langle\delta r_i\delta r_j\rangle\,\partial_i\partial_jV=\tfrac16\langle\delta r^2\rangle\nabla^2V .$$
The manuscript takes $\langle\delta r^2\rangle=3/4m^2$. With $\nabla^2V=4\pi g\,\delta^3(\mathbf r)$ and $|\psi_{n0}(0)|^2=(mg)^3/\pi n^3$, the shift of an $s$ state is
$$\Delta E_{\rm D}=\frac{1}{8m^2}\,4\pi g\,|\psi(0)|^2=\frac{\pi g}{2m^2}\,\frac{(mg)^3}{\pi n^3}=\frac{mg^4}{2n^3}.$$
This is the correct Darwin energy of a Dirac particle. The dispute concerns its extension to spin 0.

**2. The scalar levels**

The stationary Klein–Gordon equation is $(E-V)^2\phi=(p^2+m^2)\phi$. With $\phi=u(r)Y_{lm}/r$ it becomes
$$u''+\Big[E^2-m^2+\frac{2Eg}{r}-\frac{l(l+1)-g^2}{r^2}\Big]u=0 .$$
The term $g^2/r^2$ comes from $V^2$. Define $k=\sqrt{m^2-E^2}$ and $\lambda(\lambda+1)=l(l+1)-g^2$, with the regular root
$$\lambda=l-\delta,\qquad \delta=l+\tfrac12-\sqrt{(l+\tfrac12)^2-g^2}.$$
For $l=0$ this root is real if $g<1/2$, which is assumed from here on. The other $l=0$ solution, $u\sim r^{\delta}$, is also square integrable at the origin, so a boundary condition is needed. If the potential is held constant inside a small radius $b$, matching at $b$ gives that solution a relative amplitude of order $b^{1-2\delta}$. This vanishes as $b\to0$, so a point centre reached in this way selects the regular root.

Insert $u=r^{\lambda+1}e^{-kr}\sum_j a_jr^j$. Equal powers of $r$ give
$$(j+1)(j+2\lambda+2)\,a_{j+1}=2\,[k(j+\lambda+1)-Eg]\,a_j .$$
An unterminated series has $a_{j+1}/a_j\to2k/j$, so it grows like $e^{2kr}$ and $u$ is not normalizable. The series must end at some $j=n_r$. With $n=n_r+l+1$ this requires $Eg=k(n-\delta)$. Squaring and solving for the positive energy,
$$E=m\Big[1+\frac{g^2}{(n-\delta)^2}\Big]^{-1/2}.$$

For small $g$, $\delta=g^2/(2l+1)+O(g^4)$, hence
$$y\equiv\frac{g^2}{(n-\delta)^2}=\frac{g^2}{n^2}+\frac{2g^4}{(2l+1)n^3}+O(g^6).$$
Using $(1+y)^{-1/2}=1-\frac12y+\frac38y^2+\dots$,
$$E-m=-\frac{mg^2}{2n^2}-\frac{mg^4}{(2l+1)n^3}+\frac{3mg^4}{8n^4}+O(mg^6).$$
The terms of order $g^4$ combine into
$$\Delta E_{\rm KG}=-\frac{mg^4}{2n^4}\Big[\frac{n}{l+1/2}-\frac34\Big].\qquad(1)$$

**3. Comparison with the $p^4$ correction**

Expanding $\sqrt{p^2+m^2}$ gives the kinetic correction $-p^4/8m^3$. Its first-order value follows from the Schrödinger equation, $p^2\psi=2m(\varepsilon_0-V)\psi$ with $\varepsilon_0=-mg^2/2n^2$:
$$-\frac{\|p^2\psi\|^2}{8m^3}=-\frac{1}{2m}\Big[\varepsilon_0^2+2\varepsilon_0g\Big\langle\frac1r\Big\rangle+g^2\Big\langle\frac1{r^2}\Big\rangle\Big].$$
The two averages come from differentiating $\varepsilon_0$ with respect to a parameter of the Hamiltonian. Differentiating with respect to $g$ gives $-\langle1/r\rangle=-mg/n^2$. In the radial Hamiltonian, differentiating with respect to $l$ at fixed $n_r$ gives
$$\frac{2l+1}{2m}\Big\langle\frac1{r^2}\Big\rangle=\frac{mg^2}{n^3},\qquad \Big\langle\frac1{r^2}\Big\rangle=\frac{m^2g^2}{n^3(l+1/2)} .$$
The bracket is therefore
$$\frac{m^2g^4}{4n^4}-\frac{m^2g^4}{n^4}+\frac{m^2g^4}{n^3(l+1/2)}=\frac{m^2g^4}{n^4}\Big[\frac{n}{l+1/2}-\frac34\Big].$$
Multiplication by $-1/2m$ reproduces (1), including $l=0$. Nothing is left over for a Darwin energy.

The agreement can be seen in the wave equation itself. With $E=m+\varepsilon$, expanding $(m+\varepsilon-V)^2$ gives
$$\varepsilon\phi=\Big[\frac{p^2}{2m}+V-\frac{(\varepsilon-V)^2}{2m}\Big]\phi .$$
Projecting on the Schrödinger state $\psi$ yields
$$(\varepsilon-\varepsilon_0)\langle\psi|\phi\rangle=-\frac1{2m}\langle\psi|(\varepsilon-V)^2|\phi\rangle .$$
At leading order $\phi\to\psi$ and $\varepsilon\to\varepsilon_0$ on the right, which leaves the $p^4$ value just computed.

One technical point could hide this result. Near the origin an $s$ state behaves as $\psi\simeq\psi(0)(1-mgr)$. Since $\nabla^2r=2/r$ and $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$, the function $\nabla^4\psi$ contains $8\pi mg\,\psi(0)\delta^3(\mathbf r)$. If $p^2$ acts twice on the same side and derivatives are taken away from the origin alone, this piece is lost. Its contribution to the shift is
$$-\frac{1}{8m^3}\,8\pi mg\,|\psi(0)|^2=-\frac{\pi g}{m^2}|\psi(0)|^2=-\frac{mg^4}{n^3}.$$
For 1s, omitting it would turn the coefficient $-0.625$ of $mg^4$ into $+0.375$. This delta function belongs to $p^4$ and is already contained in $\|p^2\psi\|^2$. It has the opposite sign and twice the size of the Darwin energy, and must not be counted as a separate interaction.

**4. Where the Dirac contact term comes from**

The spin dependence is visible in the tree amplitude for scattering from $\mathbf p$ to $\mathbf p'=\mathbf p+\mathbf q$ in a static potential. For spin 1/2 the Fourier transform $\tilde V(\mathbf q)$ is multiplied by $u'^\dagger u$, where
$$u(\mathbf p)=N\begin{pmatrix}\chi\\ \dfrac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\chi\end{pmatrix},\qquad N^2=\frac{E+m}{2E}.$$
Here $E=\sqrt{p^2+m^2}$ is the free energy. The normalization is $u^\dagger u=1$, because $p^2=(E-m)(E+m)$. For small momenta $N\simeq1-p^2/8m^2$. Using $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)$, the matrix between the two-component spinors is
$$1-\frac{p^2+p'^2}{8m^2}+\frac{\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{4m^2}
=1-\frac{q^2}{8m^2}+\frac{i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{4m^2}.\qquad(2)$$
Since $\nabla^2$ corresponds to $-q^2$, the second term is the Darwin potential $\nabla^2V/8m^2$. The third is the spin–orbit interaction. A static charge distribution would multiply $\tilde V$ by $1-q^2\langle r^2\rangle/6$, so (2) corresponds to $\langle r^2\rangle=3/4m^2$. The smearing radius is thus a property of the Dirac vertex; the Compton length alone does not supply the coefficient.

**5. The scalar vertex**

For spin 0, a calculation parallel to section 4 can be made with an equation of first order in time. From the Klein–Gordon field $\Phi$ form
$$\varphi=\tfrac12\Big[\Phi+\frac{(i\partial_t-V)\Phi}{m}\Big],\qquad
\chi=\tfrac12\Big[\Phi-\frac{(i\partial_t-V)\Phi}{m}\Big].$$
Then $(i\partial_t-V)(\varphi+\chi)=m(\varphi-\chi)$, while the wave equation gives $(i\partial_t-V)(\varphi-\chi)=(m+p^2/m)(\varphi+\chi)$. Half the sum and half the difference are
$$i\partial_t\varphi=(m+V)\varphi+\frac{p^2}{2m}(\varphi+\chi),\qquad
i\partial_t\chi=(-m+V)\chi-\frac{p^2}{2m}(\varphi+\chi).$$
This is the Feshbach–Villars form. The potential enters linearly, and the conserved norm is the charge $\int(|\varphi|^2-|\chi|^2)\,d^3r$, which is not positive definite.

A free wave of energy $+E$ has components proportional to $m+E$ and $m-E$. The difference of their squares is $4mE$, so the normalized vector is $(m+E,\,m-E)/2\sqrt{mE}$. The factor multiplying $\tilde V$ is the charge product of two such vectors:
$$F=\frac{(m+E')(m+E)-(m-E')(m-E)}{4m\sqrt{EE'}}=\frac{E+E'}{2\sqrt{EE'}} .$$
Squaring gives $F^2=1+(E'-E)^2/4EE'$. With $E'-E\simeq(p'^2-p^2)/2m$,
$$F=1+\frac{(p'^2-p^2)^2}{32m^4}+\dots\qquad(3)$$
There is no term $q^2/m^2$. In elastic scattering $E'=E$ and $F=1$ exactly; the correction in (3) appears only between momentum components of different free energy, such as those within a bound state. The first correction corresponds to the operator $[p^2,[p^2,V]]/32m^4$, since each commutator supplies a factor $p'^2-p^2$. With $p\sim mg$ and $V\sim mg^2$ it counts as order $mg^6$. Its separate expectation value in an $s$ state is singular. For a smooth potential, $p^2\psi=2m(\varepsilon_0-V)\psi$ and $[V,[p^2,V]]=2(\nabla V)^2$ reduce it to $-\langle(\nabla V)^2\rangle/8m^3$. As the potential approaches $-g/r$, this contains $\int r^2\,dr/r^4$, which diverges at the origin. I therefore rest the claim at order $g^4$ on the bound-state equation (1), and use (3) to show why the Darwin operator is missing.

**6. Negative energies do not rescue the universal claim**

The author might reply that a scalar also has negative-energy solutions, whose admixture should cause the same jitter. The size of the admixture and the norm both matter.

For spin 1/2, a negative-energy spinor orthogonal to the positive ones is $v'=N'(-\boldsymbol\sigma\cdot\mathbf p'\,\eta/(E'+m),\,\eta)$. Therefore
$$v'^\dagger u=NN'\,\eta^\dagger\Big[\frac{\boldsymbol\sigma\cdot\mathbf p}{E+m}-\frac{\boldsymbol\sigma\cdot\mathbf p'}{E'+m}\Big]\chi\simeq-\frac{\eta^\dagger\boldsymbol\sigma\cdot\mathbf q\,\chi}{2m}.$$
Summed over the final spin, the negative-energy weight is $q^2/4m^2$, even when $\mathbf p=0$. The positive and negative weights add to one, so the positive weight is $1-q^2/4m^2$. Its square root, $1-q^2/8m^2$, is the spin-independent part of (2); the spin–orbit part affects the weight at fourth order in momentum.

For spin 0, the solution of energy $-E'$ is $(m-E',\,m+E')/2\sqrt{mE'}$, with norm $-1$. Its charge product with the incoming wave is
$$G=\frac{(m-E')(m+E)-(m+E')(m-E)}{4m\sqrt{EE'}}=\frac{E-E'}{2\sqrt{EE'}}\simeq-\frac{p'^2-p^2}{4m^2}.$$
This is quadratic in momenta, whereas the Dirac overlap is linear. Moreover,
$$F^2-G^2=\frac{(E+E')^2-(E-E')^2}{4EE'}=1 ,$$
so mixing raises $F$ above one instead of lowering it. A Compton length and negative-energy states are thus both present without a Darwin term.

A numerical case shows the scale. In units of $m$, take $\mathbf p=(0.010,0.020,-0.005)$ and $\mathbf p'=(-0.012,0.015,0.024)$, so that $q^2=1.35\times10^{-3}$ and $p'^2-p^2=4.2\times10^{-4}$. Equation (2) predicts a spin-averaged change of $-q^2/8=-1.688\times10^{-4}$; the full spinors give $-1.687\times10^{-4}$. Equation (3) predicts $(4.2\times10^{-4})^2/32=5.51\times10^{-9}$, and the scalar eigenvectors give $5.50\times10^{-9}$. The scalar correction is smaller by more than four orders of magnitude and has the other sign.

**7. Consequence for the levels**

Consider a hypothetical point scalar with the electron's mass, bound to a fixed charge $Z=1$. Then $mg^4=1449.04\ \mu\text{eV}$. For 1s, equation (1) gives
$$-\tfrac12\big(2-\tfrac34\big)\times1449.04=-905.65\ \mu\text{eV}.$$
The closed formula of section 2, measured from the Bohr level, gives $-905.75\ \mu\text{eV}$. The manuscript would add $\tfrac12\times1449.04=724.52\ \mu\text{eV}$ and obtain $-181.13\ \mu\text{eV}$, too small in magnitude by a factor of five.

The remainder of $-0.101\ \mu\text{eV}$ is the next order. For 1s, $\delta=g^2+g^4+\dots$, hence $y=g^2+2g^4+5g^6+\dots$. The $g^6$ coefficient of $E/m$ is
$$-\frac52+\frac38\cdot4-\frac5{16}=-\frac{21}{16}.$$
Since $mg^6=1449.04\,\alpha^2=0.0772\ \mu\text{eV}$, this yields $-0.101\ \mu\text{eV}$. The small discrepancy therefore does not conceal a contact term of order $g^4$.

The value $-181.13\ \mu\text{eV}$ is in fact the Dirac result at this order. Adding the Darwin energy to (1) for an $s$ state gives
$$-\frac{mg^4}{2n^4}\Big(2n-\frac34\Big)+\frac{mg^4}{2n^3}=-\frac{mg^4}{2n^4}\Big(n-\frac34\Big).$$
The Dirac–Coulomb energy has the form found in section 2 with $l+\frac12$ replaced by $j+\frac12$. I do not derive that formula here; it was tested against numerical solutions of the Dirac radial equation for the 1s and 2s levels and both 2p levels. It gives a 1s shift of $-181.14\ \mu\text{eV}$. The manuscript has assigned a spin-1/2 spectrum to a scalar.

The $n=2$ levels show the same distinction. The scalar shifts are $-147.18\ \mu\text{eV}$ for 2s and $-26.42\ \mu\text{eV}$ for 2p, so 2s lies lower by $120.77\ \mu\text{eV}$. For a Dirac particle 2s$_{1/2}$ and 2p$_{1/2}$ coincide in this potential, both with coefficient $-0.0391$ in units of $mg^4$.

The 2p levels also provide a case without a contact energy, because $\psi(0)=0$. The spin–orbit term in (2) is proportional to $\boldsymbol\sigma\cdot\mathbf L$. Its values are $l$ for $j=l+\frac12$ and $-(l+1)$ for $j=l-\frac12$. Weighted by $2j+1$, these sum to $(2l+2)l-2l(l+1)=0$. At order $g^4$ the averaged Dirac 2p shift should then equal the scalar one. The numerical wave equations give $-0.018229\,mg^4$ for both.

Even where smearing is appropriate, the contact formula is a limit. For a Gaussian charge with $\langle r^2\rangle=3/4m^2$, the first-order expectation value of the change in potential is $718.93\ \mu\text{eV}$ in the 1s state, which is $0.8\%$ below $724.52\ \mu\text{eV}$. The density $|\psi|^2\simeq|\psi(0)|^2(1-2mgr)$ falls across the smeared region, so a reduction of relative order $g$ is expected. The response of the wave function to the smearing lowers the shift further, also at relative order $g$, and is not included in this number. This finite-width effect belongs to the chosen Gaussian model and is not a further prediction of the Dirac equation.

**8. What the manuscript may claim**

A scalar can have a contact shift if it has internal structure. A charge radius $r_E$ multiplies $\tilde V$ by $1-q^2r_E^2/6$ and adds
$$\Delta E_{\rm size}=\frac{2\pi g}{3}\,r_E^2\,|\psi(0)|^2=\frac{2m^3g^4r_E^2}{3n^3}$$
for $s$ states, when $r_E$ is small compared with the Bohr radius $1/mg$ but large compared with $g/m$, so that the accompanying change in the $V^2$ term can be neglected. This energy depends on a property of the particle that its mass does not fix. Setting $r_E^2=3/4m^2$ gives back $mg^4/2n^3$, but for a point scalar nothing justifies that choice.

The division of a level shift among separate operators also needs a convention. A unitary transformation whose generator contains both position and momentum, such as $g(\mathbf f\cdot\mathbf p+\mathbf p\cdot\mathbf f)/m$ with $\mathbf f=\mathbf r/\sqrt{r^2+a^2}$ and $a$ of the order of the Bohr radius, can move terms of order $mg^4$ between operators without changing the levels. The statement that a point scalar has no contact term at order $g^4$ refers to the Foldy–Wouthuysen form, in which the kinetic correction is $-p^4/8m^3$ and the vertices are (2) and (3). Equation (1) does not depend on that choice.

I recommend that the derivation in section 1 be kept as an interpretation of the spin-1/2 Darwin term, and that the scalar fine structure be replaced by (1). The numerical output gives the levels and vertex factors used in this comment.

## Calculated quantities

```
alpha = 0.007297353 (dimensionless), Z = 1
rest energy m = 510998.951 eV
m alpha^4 = 1449.0432 micro-eV
reduced Compton length = 386.159 fm
rms smearing radius sqrt(3)/(2m) = 334.424 fm
Order g^4 coefficients, units m g^4 (numerical wave equations):
 scalar 1s: -0.624989; p^4: -0.625000
 scalar 2s: -0.101561; p^4: -0.101562
 scalar 2p: -0.018229; p^4: -0.018229
 Dirac 1s1/2: -0.125000
 Dirac 2s1/2: -0.039062
 Dirac 2p1/2: -0.039062
 Dirac 2p3/2: -0.007812
 Dirac 2p weighted average: -0.018229
 1s Darwin: 0.500000; delta part inside p^4: -1.000000
 2s Darwin: 0.062500; delta part inside p^4: -0.125000
Levels in the example:
 1s Bohr energy = -13.605693 eV
 1s scalar exact shift = -905.7533 micro-eV
 1s p^4 shift = -905.6520 micro-eV
 1s remainder = -0.10129 micro-eV
 1s Darwin energy = 724.5216 micro-eV
 1s Dirac exact shift = -181.1352 micro-eV
 1s false scalar prediction = -181.1304 micro-eV
 2s Bohr energy = -3.401423 eV
 2s scalar exact shift = -147.1821 micro-eV
 2s p^4 shift = -147.1684 micro-eV
 2s remainder = -0.01364 micro-eV
 2s Darwin energy = 90.5652 micro-eV
 2s Dirac exact shift = -56.6048 micro-eV
 2s false scalar prediction = -56.6032 micro-eV
 2p Bohr energy = -3.401423 eV
 2p scalar exact shift = -26.4152 micro-eV
 2p p^4 shift = -26.4148 micro-eV
 2p remainder = -0.00033 micro-eV
1s Gaussian smearing energy = 718.9258 micro-eV
Vertex example, momenta in units of m:
 p = [0.01, 0.02, -0.005], p' = [-0.012, 0.015, 0.024]
 q^2 = 1.350000e-03; p'^2 - p^2 = 4.200000e-04
 Dirac spin-averaged vertex - 1 = -1.68650e-04
 scalar vertex - 1 = 5.50441e-09
 Dirac negative-energy weight = 3.37241e-04
 scalar negative-energy overlap squared = 1.10088e-08
```
